# Why the Helium 2³P Fine Structure Is Inverted: test program

```python
"""
Fine structure of helium 1s2p triplet P in first-order Breit-Pauli theory.
Claim: E_J = A <L.S> + B t_J, t_J = (1, -1/2, 1/10) for J = (0, 1, 2),
A = u [Z/4 - 3(q+k)/4], B = u q, u = alpha^2 Zp^3/24 (hartree).
Z: nuclear charge; Zs, Zp: charges of the 1s and 2p orbitals;
q: direct field factor; k: exchange factor; c: contact-density factor.
The closed forms are tested against integrals of the two-electron operators.
All internal quantities are in atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import gammainc

Z = 2.0
alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
ghz_ev = const.h * 1e9 / const.e


def factors(Zs, Zp):
    gamma = 2 * Zs + Zp
    q = 1 - Zp**2 * (1/gamma**2 + 4*Zs/gamma**3 + 12*Zs**2/gamma**4)
    k = 5 * Zs**4 * Zp**2 / (gamma / 2)**6
    c = 96 * Zs**3 * Zp**2 / gamma**5
    return q, k, c


def gaps(A, B):
    """Return E0-E1 and E1-E2."""
    return np.array([-A + 1.5 * B, -2 * A - 0.6 * B])


def wavefunction(r1, r2, Zs, Zp, exchange):
    """Three Cartesian P components of the spatial wave function."""
    d1, d2 = np.linalg.norm(r1, axis=0), np.linalg.norm(r2, axis=0)
    ns, npp = np.sqrt(Zs**3/np.pi), np.sqrt(Zp**5/(32*np.pi))
    direct = ns * np.exp(-Zs*d1) * npp * r2 * np.exp(-Zp*d2/2)
    if not exchange:
        return direct
    swapped = ns * np.exp(-Zs*d2) * npp * r1 * np.exp(-Zp*d1/2)
    return (direct - swapped) / np.sqrt(2)


xs, ws = np.polynomial.laguerre.laggauss(40)
xw, ww = np.polynomial.laguerre.laggauss(12)
xt, wt = np.polynomial.legendre.leggauss(24)


def two_electron_grid(Zs, Zp):
    """Use s=r12, t=(r1-r2)/s and w=r1+r2-s as coordinates."""
    s, w, t = np.meshgrid(xs/Zp, xw/(Zs+Zp/2), xt, indexing="ij")
    weights = (ws*np.exp(xs)/Zp)[:, None, None]
    weights = weights * (ww*np.exp(xw)/(Zs+Zp/2))[None, :, None]
    weights = (weights * wt[None, None, :]).ravel()
    s, w, t = s.ravel(), w.ravel(), t.ravel()
    d1, d2 = (s*(1+t)+w)/2, (s*(1-t)+w)/2
    total = s + w
    cosine = (d1**2 + d2**2 - s**2) / (2*d1*d2)
    sine = np.sqrt(s**2*(1-t**2)*(total**2-s**2)) / (2*d1*d2)
    r1 = np.array([0*d1, 0*d1, d1])
    r2 = np.array([d2*sine, 0*d2, d2*cosine])
    return r1, r2, s, 4*np.pi**2*d1*d2*s**2*weights


def integrated_operators(Zs, Zp, exchange):
    """Integrate norm, orbital magnetic and spin-spin operators."""
    r1, r2, s, weights = two_electron_grid(Zs, Zp)
    psi = wavefunction(r1, r2, Zs, Zp, exchange)
    separation = r1 - r2
    step = 1e-4
    gradient = []
    for axis in range(3):
        shift = np.zeros((3, 1))
        shift[axis] = step
        plus = wavefunction(r1+shift, r2-shift, Zs, Zp, exchange)
        minus = wavefunction(r1-shift, r2+shift, Zs, Zp, exchange)
        gradient.append((plus-minus)/(2*step))
    gradient = np.array(gradient)
    projection = np.sum(psi*separation, axis=0)
    divergence = np.einsum("mmn->n", gradient)
    mixed = np.einsum("mn,mln,ln->n", psi, gradient, separation)
    orbital = np.sum(weights*(projection*divergence-mixed)/s**3)/6
    density = np.sum(psi**2, axis=0)
    tensor = -np.sum(weights*(density-3*projection**2/s**2)/s**3)/6
    return np.sum(weights*density)/3, orbital, tensor


def total_energy(charges):
    """Nonrelativistic energy of the antisymmetrized product."""
    Zs, Zp = charges
    r1, r2, s, weights = two_electron_grid(Zs, Zp)
    psi = wavefunction(r1, r2, Zs, Zp, True)
    repulsion = np.sum(weights*np.sum(psi**2, axis=0)/s)/3
    return Zs**2/2 - Z*Zs + Zp**2/8 - Z*Zp/4 + repulsion


# Spin and angular factors from explicit matrices and sphere quadrature.
levi = np.zeros((3, 3, 3))
for i, j, k_index in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k_index], levi[i, k_index, j] = 1, -1
L = -1j * levi
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s1 = np.array([np.kron(m/2, np.eye(2)) for m in pauli])
s2 = np.array([np.kron(np.eye(2), m/2) for m in pauli])
S = s1 + s2
mu, mu_weight = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(12)/12
mu_grid, phi_grid = np.meshgrid(mu, phi, indexing="ij")
root = np.sqrt(1-mu_grid**2)
n = np.array([root*np.cos(phi_grid), root*np.sin(phi_grid), mu_grid])
n = n.reshape(3, -1)
sphere_weight = np.repeat(mu_weight/2/12, 12)
angular = 3*np.einsum("in,jn,kn,ln,n->ijkl", n, n, n, n, sphere_weight)
spin_tensor = np.zeros((12, 12), complex)
for i in range(3):
    for j in range(3):
        orbital_part = (i == j)*np.eye(3) - 3*angular[i, j]
        spin_tensor += np.kron(orbital_part, s1[i] @ s2[j])
LS = sum(np.kron(L[i], S[i]) for i in range(3))
J = [np.kron(L[i], np.eye(4)) + np.kron(np.eye(3), S[i]) for i in range(3)]
S_square = sum(m @ m for m in S)
J_square = sum(m @ m for m in J)
labels, vectors = np.linalg.eigh(J_square + 10*np.kron(np.eye(3), S_square))
ls_values, tensor_values = [], []
for j, ls_expected, tensor_expected in [(0, -2, 1), (1, -1, -0.5), (2, 1, 0.1)]:
    block = vectors[:, np.abs(labels-(20+j*(j+1))) < 1e-8]
    assert block.shape[1] == 2*j+1
    ls_block = block.conj().T @ LS @ block
    tensor_block = block.conj().T @ spin_tensor @ block
    assert np.allclose(ls_block, ls_expected*np.eye(2*j+1), atol=1e-10)
    assert np.allclose(tensor_block, tensor_expected*np.eye(2*j+1), atol=1e-10)
    ls_values.append(np.trace(ls_block).real/(2*j+1))
    tensor_values.append(np.trace(tensor_block).real/(2*j+1))
ls_values, tensor_values = np.array(ls_values), np.array(tensor_values)
triplet = S_square/2
for i in range(3):
    assert np.allclose(triplet @ s1[i] @ triplet, S[i]/2, atol=1e-12)

# Optimize both orbital charges and check the virial relation.
simple_energy = total_energy((2.0, 1.0))
optimum = minimize(total_energy, [2.0, 1.0], method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 400})
assert optimum.success and optimum.fun < simple_energy
optimal_s, optimal_p = optimum.x
kinetic = optimal_s**2/2 + optimal_p**2/8
assert abs(optimum.fun+kinetic) < 1e-5

target_ghz = np.array([29.6, 2.29])
target_B = (2*target_ghz[0]-target_ghz[1])/3.6*ghz_ev
target_A = 1.5*target_B-target_ghz[0]*ghz_ev
assert np.allclose(gaps(target_A, target_B), target_ghz*ghz_ev)
print("Gap order in every pair: E0-E1, E1-E2")
print("Given target gaps: %.2f, %.2f GHz" % tuple(target_ghz))
print("Given target gaps: %.4e, %.4e eV" % tuple(target_ghz*ghz_ev))
print("A, B inferred from targets: %.4e, %.4e eV" % (target_A, target_B))
print("L.S for J=0,1,2: %.1f, %.1f, %.1f" % tuple(ls_values))
print("t_J for J=0,1,2: %.1f, %.1f, %.1f" % tuple(tensor_values))

for name, Zs, Zp in [("Simple", 2.0, 1.0), ("Optimized", optimal_s, optimal_p)]:
    q, k, c = factors(Zs, Zp)
    inverse_cube = Zp**3/24

    def p_density(r):
        return Zp**5*r**4*np.exp(-Zp*r)/24

    def s_density(r):
        return 4*Zs**3*r**2*np.exp(-2*Zs*r)

    cube_integral = quad(lambda r: Zp**5*r*np.exp(-Zp*r)/24, 0, np.inf)[0]
    field_integral = quad(lambda r: Zp**5*r*np.exp(-Zp*r)/24
                          * gammainc(3, 2*Zs*r), 0, np.inf)[0]
    assert np.isclose(cube_integral, inverse_cube, rtol=1e-8)
    assert np.isclose(field_integral, inverse_cube*q, rtol=1e-8)
    norm, orbital, tensor = integrated_operators(Zs, Zp, False)
    assert np.isclose(norm, 1, rtol=1e-7)
    assert np.isclose(orbital, inverse_cube*q, rtol=1e-5)
    assert np.isclose(tensor, inverse_cube*(q-c/3), rtol=1e-5)
    norm, orbital, tensor = integrated_operators(Zs, Zp, True)
    assert np.isclose(norm, 1, rtol=1e-7)
    assert np.isclose(orbital, inverse_cube*(q+k), rtol=1e-5)
    assert np.isclose(tensor, inverse_cube*q, rtol=1e-5)

    unit = alpha**2*inverse_cube*hartree_ev
    A_so = Z*unit/4
    A_direct, A_exchange = -0.75*unit*q, -0.75*unit*k
    A_soo = A_direct+A_exchange
    A, B = A_so+A_soo, unit*q
    levels = A*ls_values+B*tensor_values
    result = gaps(A, B)
    assert np.allclose(result, levels[:-1]-levels[1:])
    assert levels[0] > levels[1] > levels[2]
    without_soo = gaps(A_so, B)
    without_ss = gaps(A, 0)
    direct_only = gaps(A_so+A_direct, unit*(q-c/3))
    assert np.all(gaps(A_so, 0) < 0)
    assert without_soo[0] > 0 and without_soo[1] < 0
    assert np.all(without_ss > 0)
    assert direct_only[0] > 0 and direct_only[1] < 0
    radius_s = quad(lambda r: r*s_density(r), 0, np.inf)[0]*bohr_angstrom
    radius_p = quad(lambda r: r*p_density(r), 0, np.inf)[0]*bohr_angstrom
    print("%s model: Zs=%.4f, Zp=%.4f" % (name, Zs, Zp))
    print("  Total energy: %.4f eV" % (total_energy((Zs, Zp))*hartree_ev))
    print("  Mean radii 1s, 2p: %.4f, %.4f angstrom" % (radius_s, radius_p))
    print("  u: %.4e eV; q, k, c: %.5f, %.5f, %.5f" % (unit, q, k, c))
    print("  A nuclear: %.4e eV" % A_so)
    print("  A electron direct, exchange: %.4e, %.4e eV" % (A_direct, A_exchange))
    print("  A total, B: %.4e, %.4e eV" % (A, B))
    print("  Levels J=0,1,2: %.4e, %.4e, %.4e eV" % tuple(levels))
    print("  Nuclear gap parts: %.4e, %.4e eV" % tuple(gaps(A_so, 0)))
    print("  Electron-orbit gap parts: %.4e, %.4e eV" % tuple(gaps(A_soo, 0)))
    print("  Spin-spin gap parts: %.4e, %.4e eV" % tuple(gaps(0, B)))
    print("  Gaps without electron-orbit: %.4e, %.4e eV" % tuple(without_soo))
    print("  Gaps without spin-spin: %.4e, %.4e eV" % tuple(without_ss))
    print("  Gaps, direct terms only: %.4e, %.4e eV" % tuple(direct_only))
    print("  Total gaps: %.4e, %.4e eV" % tuple(result))
    print("  Total gaps: %.3f, %.3f GHz" % tuple(result/ghz_ev))
    print("  Model/target gap ratios: %.3f, %.3f" % tuple(result/ghz_ev/target_ghz))

print("all tests passed")
```

Output:

```
Gap order in every pair: E0-E1, E1-E2
Given target gaps: 29.60, 2.29 GHz
Given target gaps: 1.2242e-04, 9.4707e-06 eV
A, B inferred from targets: -2.4349e-05, 6.5378e-05 eV
L.S for J=0,1,2: -2.0, -1.0, 1.0
t_J for J=0,1,2: 1.0, -0.5, 0.1
Simple model: Zs=2.0000, Zp=1.0000
  Total energy: -57.9565 eV
  Mean radii 1s, 2p: 0.3969, 2.6459 angstrom
  u: 6.0377e-05 eV; q, k, c: 0.81920, 0.32768, 0.24576
  A nuclear: 3.0188e-05 eV
  A electron direct, exchange: -3.7096e-05, -1.4838e-05 eV
  A total, B: -2.1745e-05, 4.9461e-05 eV
  Levels J=0,1,2: 9.2951e-05, -2.9850e-06, -1.6799e-05 eV
  Nuclear gap parts: -3.0188e-05, -6.0377e-05 eV
  Electron-orbit gap parts: 5.1934e-05, 1.0387e-04 eV
  Spin-spin gap parts: 7.4191e-05, -2.9676e-05 eV
  Gaps without electron-orbit: 4.4003e-05, -9.0053e-05 eV
  Gaps without spin-spin: 2.1745e-05, 4.3491e-05 eV
  Gaps, direct terms only: 7.3679e-05, -1.2895e-05 eV
  Total gaps: 9.5936e-05, 1.3814e-05 eV
  Total gaps: 23.197, 3.340 GHz
  Model/target gap ratios: 0.784, 1.459
Optimized model: Zs=1.9912, Zp=1.0891
  Total energy: -57.9791 eV
  Mean radii 1s, 2p: 0.3986, 2.4293 angstrom
  u: 7.8007e-05 eV; q, k, c: 0.79613, 0.35071, 0.26797
  A nuclear: 3.9003e-05 eV
  A electron direct, exchange: -4.6578e-05, -2.0518e-05 eV
  A total, B: -2.8092e-05, 6.2104e-05 eV
  Levels J=0,1,2: 1.1829e-04, -2.9594e-06, -2.1882e-05 eV
  Nuclear gap parts: -3.9003e-05, -7.8007e-05 eV
  Electron-orbit gap parts: 6.7096e-05, 1.3419e-04 eV
  Spin-spin gap parts: 9.3156e-05, -3.7262e-05 eV
  Gaps without electron-orbit: 5.4152e-05, -1.1527e-04 eV
  Gaps without spin-spin: 2.8092e-05, 5.6185e-05 eV
  Gaps, direct terms only: 9.0278e-05, -1.7933e-05 eV
  Total gaps: 1.2125e-04, 1.8923e-05 eV
  Total gaps: 29.318, 4.575 GHz
  Model/target gap ratios: 0.990, 1.998
all tests passed
```
